# Spin Diffusion Length from Mean Free Path and Spin-Flip Probability

## Definitions and conventions

Consider a non-magnetic metal in which the electrons that carry the current all move at one speed $v$, the Fermi speed. Between collisions they fly straight. The length $\ell$ of a flight has the probability density $e^{-\ell/\lambda}/\lambda$, so its mean is the mean free path $\lambda$, and the mean time between collisions is $\tau=\lambda/v$. Collisions are elastic and isotropic: the new direction is independent of the old one.

In each collision the spin is reversed with probability $p=1/N$, whatever the directions of motion. The mean time between two reversals of the same electron is

$$\tau_{\rm sf}=N\tau .$$

The word "reversed" matters. An event that *randomises* the spin leaves it up or down with equal chance, so it reverses the spin in half of the cases. The two readings of "one spin flip per thousand collisions" give lengths that differ by $\sqrt2$. Here a flip is a reversal unless stated otherwise.

All quantities vary along $x$ alone. The densities $n_\uparrow(x)$ and $n_\downarrow(x)$ are measured from their equilibrium values, and the spin imbalance is $s=n_\uparrow-n_\downarrow$. The **spin diffusion length** $L_s$ is the distance over which $s$ falls by a factor $e$ in a long conductor.

The Pauli principle does not spoil a description by independent walkers. For elastic scattering between states with occupations $f$ and $f'$, the net rate is proportional to $f(1-f')-f'(1-f)=f-f'$, because the products $ff'$ cancel. The equations are therefore linear in the occupations.

The model parameters are $\lambda=20$ nm, $N=1000$ and $v=1$ nm/fs. Lengths are in nanometres and times in femtoseconds, which suit the problem better than atomic units.

## The estimate on the back of an envelope

A diffusing electron spreads over a distance of order $\sqrt{Dt}$ in a time $t$. In three dimensions $D=v\lambda/3$. Setting $t=\tau_{\rm sf}$ gives

$$L_{\rm f}=\sqrt{D\tau_{\rm sf}}=\sqrt{\frac{v\lambda}{3}\,\frac{N\lambda}{v}}=\lambda\sqrt{\frac N3}.$$

The speed cancels: a faster electron diffuses faster, but it also collides, and flips, more often. With the chosen numbers,

$$\tau=\frac{20}{1}=20\ \text{fs},\qquad \tau_{\rm sf}=1000\times20=20\,000\ \text{fs},\qquad D=\frac{1\times20}{3}=6.667\ \text{nm}^2/\text{fs},$$

$$L_{\rm f}=\sqrt{6.667\times20\,000}\ \text{nm}\approx365\ \text{nm},$$

or about 6900 bohr. Between reversals the electron travels a path of $N\lambda=20\,000$ nm, but the path is so crooked that the net displacement is far smaller.

The estimate gives the right order of magnitude. It leaves open which quantity decays over 365 nm, and whether that quantity is the spin imbalance. The derivation below answers both questions.

## The diffusion constant

A flight of length $\ell$ at angle $\theta$ to the $x$ axis changes $x$ by $\ell\cos\theta$. The two averages needed are

$$\langle\ell^2\rangle=\int_0^\infty \ell^2\,\frac{e^{-\ell/\lambda}}{\lambda}\,d\ell=2\lambda^2,\qquad
\langle\cos^2\theta\rangle=\frac12\int_{-1}^{1}\mu^2\,d\mu=\frac13 ,$$

with $\mu=\cos\theta$, which is uniformly distributed for isotropic directions. Different flights have independent directions of zero mean, so the cross terms vanish. After $m$ flights $\langle x^2\rangle=2m\lambda^2/3$, and the elapsed time is close to $t=m\tau$ when $m$ is large. Comparison with the definition $\langle x^2\rangle=2Dt$ gives

$$D=\frac{\lambda^2}{3\tau}=\frac{v\lambda}{3}.$$

The approach to this law follows from the memory of the velocity. An electron keeps its velocity until its first collision and then forgets it, so $\langle v_x(0)v_x(u)\rangle=(v^2/3)e^{-u/\tau}$. Integrating the velocity twice over time gives

$$\langle x^2\rangle=2\int_0^t(t-u)\,\frac{v^2}{3}e^{-u/\tau}\,du
=2D\left[t-\tau\left(1-e^{-t/\tau}\right)\right].$$

At $t=200\tau$ the ratio $\langle x^2\rangle/2t$ should thus lie 0.5 % below $D$. A simulation of 40 000 electrons, each followed through its successive flights for that time, gave 6.608 nm²/fs, which is 0.9 % below 6.667 nm²/fs. The remaining 0.4 % is the size of the statistical error.

## What decays over 365 nm

Inject spin-up electrons steadily at the plane $x=0$, and let $n_0(x)$ be the density of those that have not yet flipped. Their current density is $-D\,dn_0/dx$, and they leave the class at the rate $n_0/\tau_{\rm sf}$. In the steady state, away from the source, gain and loss balance:

$$D\frac{d^2n_0}{dx^2}=\frac{n_0}{\tau_{\rm sf}} .$$

The solutions are $e^{\pm x/L_{\rm f}}$ with $L_{\rm f}=\sqrt{D\tau_{\rm sf}}$. The density must remain finite at large distance on both sides, which leaves $n_0\propto e^{-|x|/L_{\rm f}}$. So 365 nm is the decay length of the electrons that have never flipped.

First flips occur at a rate proportional to $n_0(x)$. The normalised probability density of their positions is therefore

$$P(x)=\frac{1}{2L_{\rm f}}e^{-|x|/L_{\rm f}},$$

and its moments are

$$\langle|x|\rangle=\frac{1}{L_{\rm f}}\int_0^\infty x\,e^{-x/L_{\rm f}}dx=L_{\rm f},\qquad
\langle x^2\rangle=\frac{1}{L_{\rm f}}\int_0^\infty x^2e^{-x/L_{\rm f}}dx=2L_{\rm f}^2 .$$

For an electron that starts at a point, the three axes contribute equally, so $\langle r^2\rangle=6L_{\rm f}^2=2N\lambda^2$. This agrees with a direct count: on average $N$ flights precede the first flip, and each adds $2\lambda^2$.

Electrons followed one by one to their first flip had a mean distance of 365 nm from the starting plane and an rms distance in space of 894 nm. The formula $\lambda\sqrt{2N}$ also gives 894 nm. The two distances describe the same electrons, and their ratio is $\sqrt6$. A factor $\sqrt3$ arises because one measures along a single axis and the other in all three directions. The remaining $\sqrt2$ arises because the first is a mean distance and the second an rms distance.

## What happens to the spin imbalance

An electron that flips does not disappear. It joins the other spin population, and both populations must be followed:

$$D\frac{d^2n_\uparrow}{dx^2}=\frac{n_\uparrow-n_\downarrow}{\tau_{\rm sf}},\qquad
D\frac{d^2n_\downarrow}{dx^2}=\frac{n_\downarrow-n_\uparrow}{\tau_{\rm sf}} .$$

In each equation the first term on the right is loss by flips out of the population, and the second is gain by flips into it. An electric field would add a drift term. In a non-magnetic metal the field drives both spins equally, so its effect on the difference is proportional to the field times $s$. This is a product of two small quantities and is dropped in linear response.

Adding the equations gives $d^2(n_\uparrow+n_\downarrow)/dx^2=0$: flips conserve charge, and the sum has no decay length. Subtracting them gives

$$D\frac{d^2s}{dx^2}=\frac{(n_\uparrow-n_\downarrow)-(n_\downarrow-n_\uparrow)}{\tau_{\rm sf}}=\frac{2s}{\tau_{\rm sf}} ,$$

and hence

$$L_s=\sqrt{\frac{D\tau_{\rm sf}}{2}}=\lambda\sqrt{\frac N6}=\frac{365.1}{\sqrt2}\ \text{nm}\approx258\ \text{nm}.$$

The factor 2 arises because one reversal removes an up electron and creates a down electron, which changes $s$ by two. The relaxation time of the imbalance is $\tau_{\rm sf}/2$.

The same factor appears in time, without any diffusion. One collision turns $n_\uparrow$ into $(1-p)n_\uparrow+pn_\downarrow$, and $n_\downarrow$ into $(1-p)n_\downarrow+pn_\uparrow$. The difference is multiplied by $(1-p)-p=1-2p$. After $m$ collisions

$$\frac{s_m}{s_0}=(1-2p)^m\approx e^{-2m/N},\qquad
\text{never-flipped fraction}=(1-p)^m\approx e^{-m/N}.$$

After 1000 collisions the polarization is 0.1351, while 0.3677 of the electrons have never flipped. The polarization is lower because the electrons that did flip contribute $0.1351-0.3677=-0.2326$. Among them, those with an odd number of flips, which now point down, outnumber those that have returned to up.

Suppose instead that one collision in a thousand randomises the spin. The reversal probability is then $p/2$, and the imbalance is multiplied by $1-2(p/2)=1-p$ per collision. The spin diffusion length becomes $\lambda\sqrt{N/3}$, again 365 nm. The formula $L_s=\sqrt{D\tau_{\rm sf}}$ is thus correct when $\tau_{\rm sf}$ denotes the relaxation time of the imbalance. With $\tau_{\rm sf}$ as the time between reversals, the factor $1/2$ under the root is needed.

## Without assuming diffusion

The diffusion equation supposes that densities change little over one mean free path. The kinetic equation does not need this assumption. Let $f_\sigma(x,\mu)$ be the excess of electrons with spin $\sigma$ and direction cosine $\mu$, and let $\langle f\rangle=\frac12\int_{-1}^1f\,d\mu$. In the steady state,

$$v\mu\frac{\partial f_\sigma}{\partial x}=\frac1\tau\left[-f_\sigma+(1-p)\langle f_\sigma\rangle+p\langle f_{-\sigma}\rangle\right].$$

Collisions remove electrons from the direction $\mu$ and return them evenly over all directions, mostly with the same spin. Subtracting the two spin equations and multiplying by $\tau$ gives, for $g=f_\uparrow-f_\downarrow$,

$$\lambda\mu\frac{\partial g}{\partial x}=-g+c\langle g\rangle,\qquad c=1-\varepsilon,\quad \varepsilon=2p .$$

The never-flipped electrons obey the same equation with $\varepsilon=p$, since for them a flip is a plain loss.

Try $g=\varphi(\mu)e^{-kx/\lambda}$ with $0<k<1$. Then $-k\mu\varphi=-\varphi+c\langle\varphi\rangle$, so

$$\varphi(\mu)=\frac{c\langle\varphi\rangle}{1-k\mu}.$$

Averaging both sides over $\mu$ and dividing by $\langle\varphi\rangle$ yields the condition for $k$:

$$1=\frac c2\int_{-1}^{1}\frac{d\mu}{1-k\mu}=\frac{c}{2k}\ln\frac{1+k}{1-k}=c\,\frac{\operatorname{artanh}k}{k}.$$

The function $\operatorname{artanh}(k)/k=1+k^2/3+k^4/5+\dots$ rises steadily from 1 to infinity as $k$ goes from 0 to 1. There is therefore one solution for every $c$ between 0 and 1.

For rare flips $\varepsilon$ is small. Writing the condition as $\operatorname{artanh}(k)/k=1/c$ and expanding both sides to second order in $\varepsilon$ gives

$$\frac{k^2}{3}+\frac{k^4}{5}=\varepsilon+\varepsilon^2 .$$

To lowest order $k^2=3\varepsilon$. Insert $k^2=3\varepsilon+a\varepsilon^2$. The terms in $\varepsilon^2$ require $a/3+9/5=1$, so $a=-12/5$. Hence

$$k^2=3\varepsilon\left(1-\frac{4\varepsilon}{5}\right),\qquad
L=\frac\lambda k\approx\frac{\lambda}{\sqrt{3\varepsilon}}\left(1+\frac{2\varepsilon}{5}\right).$$

With $\varepsilon=2/N$ the leading term is $\lambda\sqrt{N/6}$, and with $\varepsilon=1/N$ it is $\lambda\sqrt{N/3}$. Both diffusion results are recovered, each with its first correction.

The angular distribution shows why diffusion works. For small $k$, $\varphi$ is proportional to $1+k\mu$: nearly isotropic, with a slight excess moving away from the source. The current of the imbalance is then

$$v\langle\mu g\rangle\approx vk\langle\mu^2\rangle\langle g\rangle=\frac{vk}{3}\langle g\rangle=-\frac{v\lambda}{3}\frac{d\langle g\rangle}{dx},$$

because differentiation brings down $-k/\lambda$. This is Fick's law with the same $D$ as before. In the example $k=20/258.4\approx0.08$, so the angular distribution departs from its mean by at most about 8 %.

## Comparison of the estimates

The kinetic equation for both spins was also solved numerically, by replacing the continuous range of $\mu$ by a finite set of directions and diagonalizing the resulting matrix. This uses neither the diffusion equation nor the condition with artanh. The slowest decaying mode is opposite in the two spins, as a pure spin imbalance must be. For $N=1000$ the decay lengths are:

- spin imbalance with reversals: 258.4 nm, against 258.2 nm from diffusion;
- never-flipped electrons: 365.3 nm, against 365.1 nm;
- spin imbalance with randomising events: 365.3 nm, against 365.1 nm.

For the first case the difference relative to the diffusion value is 0.080 %, and the formula predicts $2\varepsilon/5=2\times0.002/5=0.08\,\%$. The choice between reversal and randomisation changes the length by 41 % of the smaller value. For this estimate, the meaning of the word "flip" matters far more than the diffusion approximation.

The approximation worsens when flips are frequent. For the spin imbalance with reversals:

| $N$ | kinetic (nm) | diffusion (nm) |
|---:|---:|---:|
| 10 | 28.2 | 25.8 |
| 100 | 82.3 | 81.6 |
| 1000 | 258.4 | 258.2 |
| 10000 | 816.6 | 816.5 |

From $N=1000$ to $N=10\,000$ the kinetic length grows by a factor 3.16, as $\sqrt{10}$ requires. At $N=10$ it exceeds the diffusion value by 9 %, while the first correction gives 8 %; higher orders in $\varepsilon$ supply the rest.

The limit $N\to2$ shows the failure most clearly. There $c\to0$, so $k\to1$ and the decay length of the exponential mode tends to $\lambda$: spin memory is lost at the first collision, so only free flights carry it. The weight of this mode vanishes in the same limit. At $N=2$ the imbalance from an isotropic plane source is proportional to $\int_0^1 e^{-x/(\lambda\mu)}\,d\mu/\mu$. It falls faster than $e^{-x/\lambda}$ at every distance, because electrons that move obliquely advance less along $x$, and its local decay length approaches $\lambda$ only slowly: $0.72\lambda$ at $x=2\lambda$ and $0.92\lambda$ at $x=10\lambda$. The diffusion formula would give $\lambda/\sqrt3$, shorter than the mean free path, where its own assumption no longer holds.

## Consequences for magnetoresistance

Let a current pass perpendicularly through two ferromagnetic layers separated by a non-magnetic spacer. The first layer conducts the two spin directions unequally, so the current leaving it is spin polarized. The resistance met in the second layer depends on whether its magnetization favours the same spin. Flips in the spacer erase this information.

In a long conductor the imbalance left at distance $d$ from the source is $e^{-d/L_s}$. For $d=100$ nm this is $e^{-100/258.2}=67.9\,\%$, and for $d=5$ nm it is $98.1\,\%$. The second value is a rough guide, because 5 nm is less than one mean free path and transport over it is not diffusive. The conclusion that little spin is lost is still reasonable: a straight crossing covers a quarter of a mean free path, and a collision flips the spin once in a thousand times.

A spacer also has a far end, which changes the profile. Take $s=s_0$ at $x=0$, and let the second layer absorb spin so well that $s=0$ at $x=d$. The solution of $s''=s/L_s^2$ with these boundary values, and its spin current $j=-D\,ds/dx$, are

$$s(x)=s_0\frac{\sinh[(d-x)/L_s]}{\sinh(d/L_s)},\qquad
j(x)=\frac{Ds_0}{L_s}\,\frac{\cosh[(d-x)/L_s]}{\sinh(d/L_s)} .$$

The fraction of the entering spin current that reaches the second layer is therefore

$$\frac{j(d)}{j(0)}=\frac{1}{\cosh(d/L_s)} .$$

For $\lambda\ll d\ll L_s$ this is approximately $1-d^2/(2L_s^2)$, so the loss is of second order in $d/L_s$. The absorbing layer draws the spin out before many electrons flip. This relies on the condition $s=0$ at $x=d$, which even a layer that returns no spin at all does not enforce exactly. In kinetic theory the profile extrapolates to zero about $0.71\lambda$ beyond such an interface, and the fraction becomes close to $1/[\cosh(d/L_s)+0.71(\lambda/L_s)\sinh(d/L_s)]$. This adds a first-order loss $0.71\lambda d/L_s^2$, which the second-order term outweighs only for $d$ well above $1.4\lambda$. At $d=100$ nm the loss is about 8.9 % instead of 7.1 %. A second layer that returns part of the spin to the spacer gives it more time to relax there, and the loss is then larger, with a term of first order in $d$. For $d\gg L_s$ the fraction becomes $2e^{-d/L_s}$, and the exponential law returns with a different prefactor. In both of these limits the thickness is to be compared with $L_s$. When $d$ is well above $\lambda$ but well below $L_s$, electrons collide many times in the spacer, and yet most of the spin current reaches a second layer that absorbs spin well.

In a spacer thinner than $\lambda$ transport is not diffusive, and the formula underestimates the loss. The loss then follows the small number of collisions inside the spacer, each of which flips the spin with probability $1/N$. It is of order $d/(N\lambda)$: of first order in $d$, but still very small.

## Conditions on the result

How $L_s$ responds to a change of $\lambda$ depends on what causes the flips. If each collision flips the spin with a fixed probability, $N$ is constant and $L_s=\lambda\sqrt{N/6}$ is proportional to $\lambda$. If a separate mechanism fixes $\tau_{\rm sf}$, then $L_s=\sqrt{v\lambda\tau_{\rm sf}/6}$ grows as $\sqrt\lambda$. At fixed $\lambda$, a small relative error in $N$ produces half that relative error in $L_s$.

If scattering favours small angles, the velocity survives a collision in part. Let $a$ be the mean cosine of the scattering angle. The mean velocity is multiplied by $a$ at each collision, and averaging $a^m$ over the Poisson-distributed number $m$ of collisions in a time $u$ gives

$$\sum_{m=0}^\infty e^{-u/\tau}\frac{(u/\tau)^m}{m!}a^m=e^{-(1-a)u/\tau}.$$

The velocity memory then lasts $\tau/(1-a)$, so $D=v\lambda/[3(1-a)]$. In the diffusion regime both $L_{\rm f}$ and $L_s$ are multiplied by $1/\sqrt{1-a}$, provided that $N$ still counts all collisions. That regime now requires the transport length $\lambda/(1-a)$, not $\lambda$, to be small against the decay length; for $a$ close to 1 the factor overestimates the gain.

The result describes the interior of a non-magnetic metal. In a ferromagnet the two spins have different diffusion constants and densities of states, and the field no longer drives them equally. The imbalance still decays exponentially, but $D$ is replaced by a combination of the two constants. With the flip terms written as above, dividing each equation by its own $D_\sigma$ and subtracting gives $s''=(1/D_\uparrow+1/D_\downarrow)\,s/\tau_{\rm sf}$, so the numbers found here do not carry over. Flips at interfaces and spin precession in a magnetic field are also outside the model. The numerical output follows below.

## Values computed for the example and the checks

```
mean free path: 20.0 nm
collisions per spin reversal: 1000
electron speed: 1.0 nm/fs
collision time tau: 20.0 fs
time between reversals tau_sf: 20000 fs
path travelled between reversals: 20000 nm
diffusion constant, formula: 6.667 nm^2/fs
diffusion constant, simulated: 6.608 nm^2/fs
sqrt(D tau_sf): 365.1 nm
sqrt(D tau_sf) in bohr: 6900 bohr
spin-imbalance length sqrt(D tau_sf/2): 258.2 nm
simulated mean distance from plane at first flip: 365 nm
simulated rms distance in space at first flip: 894 nm
formula rms distance lam*sqrt(2N): 894 nm
polarization left after 1000 collisions: 0.1351
never-flipped fraction after 1000 collisions: 0.3677
kinetic length, spin imbalance: 258.41 nm
kinetic length, never flipped: 365.29 nm
kinetic length, randomising events: 365.29 nm
relative correction to diffusion: 0.080 %
N = 10: kinetic 28.2 nm, diffusion 25.8 nm
N = 100: kinetic 82.3 nm, diffusion 81.6 nm
N = 1000: kinetic 258.4 nm, diffusion 258.2 nm
N = 10000: kinetic 816.6 nm, diffusion 816.5 nm
spin imbalance left after 5 nm: 98.1 %
spin imbalance left after 100 nm: 67.9 %
```
